\section*{Trap Depth from Thermally Stimulated Current Peaks at Two Heating Rates}

\section{Problem}

A dense organosilicate low-$k$ film carries one kind of electron trap. The traps are filled at low temperature, and the film is then heated under constant bias while the current is recorded. Heating at $\beta_1=0.05$ K/s gives a current peak at $T_1=300$ K. After refilling, heating at $\beta_2=0.5$ K/s gives a peak at $T_2=320$ K. The bias is the same in both scans.

Assume first-order release: each trapped electron escapes independently and leaves the film without being captured again. The release rate per trapped electron is
\begin{equation}
e(T)=s\,e^{-E/kT},
\label{rate}
\end{equation}
where $E$ is the trap depth in eV, $k=8.617\times10^{-5}$ eV/K, and the frequency factor $s$ does not depend on temperature.

(a) Find $E$. (b) Find $s$. (c) What should the shape of the slow peak be if the model holds? (d) How far can the depth be trusted?

\section{A tempting solution}

The current peaks when the traps are emptying fastest. A scan ten times faster leaves ten times less time for emptying, so the release rate at the peak must be ten times larger. On this view $e(T_m)\propto\beta$, where $T_m$ is the peak temperature, and
\begin{equation}
\frac{\beta_2}{\beta_1}=\frac{e(T_2)}{e(T_1)}
=\exp\left[\frac{E}{k}\left(\frac1{T_1}-\frac1{T_2}\right)\right].
\end{equation}
Taking the logarithm and using $1/T_1-1/T_2=(T_2-T_1)/(T_1T_2)$,
\begin{equation}
E=\frac{kT_1T_2}{T_2-T_1}\ln\frac{\beta_2}{\beta_1}
=0.4136\ \text{eV}\times\ln 10=0.952\ \text{eV}.
\label{wrong}
\end{equation}

\section{Where it fails}

The time available for emptying is not set by $\beta$ alone. It is the time the scan takes to cross the temperature interval in which release becomes fast, and that interval depends on temperature. To find it, let $f$ be the filled fraction of the traps. First-order release means $df/dt=-fe$. Since $dT=\beta\,dt$,
\begin{equation}
\frac{d\ln f}{dT}=-\frac{e}{\beta},\qquad
f(T)=f(T_0)\exp\left[-\frac1\beta\int_{T_0}^{T}e(T')\,dT'\right],
\label{fill}
\end{equation}
with $T_0$ the starting temperature. The current is proportional to $fe$. At its maximum the logarithmic derivative vanishes. Equation (\ref{rate}) gives $d\ln e/dT=E/(kT^2)$, so
\begin{equation}
\frac{E}{kT_m^2}-\frac{e(T_m)}{\beta}=0
\quad\Longrightarrow\quad
e(T_m)=\frac{\beta}{\Delta_m},\qquad \Delta_m=\frac{kT_m^2}{E}.
\label{peak}
\end{equation}
The interval $\Delta_m$ is the temperature rise that multiplies the release rate by about $e=2.718$. The tempting solution treats it as the same in both scans, but it grows as $T_m^2$. The hotter scan therefore has slightly more time than the ratio of heating rates suggests, and its release rate at the peak is less than ten times larger.

Equation (\ref{peak}) has a single solution. Rewritten as $T_m^2e(T_m)=\beta E/k$, it has a left side that rises steadily with temperature and a constant right side. The current grows before the crossing and falls after it. Neither $f(T_0)$ nor $T_0$ appears, so incomplete filling lowers the peak without moving it, as long as recapture is absent.

\section{Right solution}

\subsection*{(a) Depth}

Write (\ref{peak}) for each scan and divide the second by the first. The factor $E/k$ cancels on one side and $s$ on the other:
\begin{equation}
\frac{\beta_2}{\beta_1}\frac{T_1^2}{T_2^2}
=\frac{e(T_2)}{e(T_1)}
=\exp\left[\frac{E}{k}\,\frac{T_2-T_1}{T_1T_2}\right].
\end{equation}
Hence
\begin{equation}
E=\frac{kT_1T_2}{T_2-T_1}
\ln\left[\frac{\beta_2}{\beta_1}\left(\frac{T_1}{T_2}\right)^2\right].
\label{depth}
\end{equation}
Here $T_1T_2/(T_2-T_1)=96000/20=4800$ K, and the prefactor is 0.41363 eV. The argument of the logarithm is $10\times(300/320)^2=8.789$, whose logarithm is 2.1735. Therefore
\begin{equation}
E=0.41363\ \text{eV}\times2.1735=0.899\ \text{eV}\approx0.90\ \text{eV}.
\end{equation}

Subtracting (\ref{depth}) from (\ref{wrong}) gives the error of the tempting solution:
\begin{equation}
\delta E=\frac{2kT_1T_2}{T_2-T_1}\ln\frac{T_2}{T_1}=0.053\ \text{eV}.
\label{error}
\end{equation}
Bringing the two peaks closer does not remove it. With $T_2=T_1(1+\epsilon)$ and small $\epsilon$, the logarithm tends to $\epsilon$ and the fraction to $kT_1/\epsilon$, so $\delta E\to2kT_1$.

\subsection*{(b) Frequency factor}

Solving (\ref{peak}) for $s$ in the slow scan, with $u=E/kT_1=34.78$,
\begin{equation}
s=\frac{\beta_1E}{kT_1^2}e^{u}=\frac{\beta_1u}{T_1}e^u
=7.3\times10^{12}\ \text{s}^{-1}.
\end{equation}
The fast scan returns the same value. This is no evidence for the model, because $E$ was chosen to make the two conditions agree. A better check of the algebra is to integrate (\ref{fill}) numerically with these $E$ and $s$: the simulated peaks fall at 300.000 K and 320.000 K. A separate simulated trap with $E=0.60$ eV and $s=10^9$ s$^{-1}$ is recovered by (\ref{depth}) as 0.6000 eV.

The exponential makes $s$ far less certain than $E$. At fixed peak temperature, raising $E$ by 0.05 eV multiplies $s$ by about $e^{0.05/0.0259}\approx7$.

\subsection*{(c) Peak shape}

Two peak positions fix two unknowns and leave nothing over to test the model. The shape does. Near the slow peak, define $x=(T-T_1)/\Delta_1$, with $\Delta_1=T_1/u=8.63$ K. To leading order in $kT/E$, the release rate is $e(T_1)e^x$. Its integral divided by $\beta_1$ is $e(T_1)\Delta_1e^x/\beta_1=e^x$, by (\ref{peak}). The current relative to its maximum is then
\begin{equation}
\frac{I}{I_{\max}}=\exp(1+x-e^x).
\end{equation}
It falls to one half where $1+x-e^x=-\ln2$. The two roots are 2.446 apart, which predicts a half-height width of $2.446\times8.63=21.1$ K. The full rate law gives 20.3 K, so the leading-order width is 4\% too large relative to the full one.

The fraction still trapped at the peak can be found without the local approximation. The traps start full and hardly empty in the cold, so the lower limit in (\ref{fill}) may be set to zero. Substituting $T'=T_1/w$, so that $dT'=-T_1\,dw/w^2$,
\begin{equation}
\frac1{\beta_1}\int_0^{T_1}e\,dT'
=\frac{sT_1}{\beta_1}\int_1^\infty\frac{e^{-uw}}{w^2}\,dw
=u\,e^uE_2(u),
\end{equation}
where $E_2(u)$ names the integral over $w$ and $s/\beta_1=ue^u/T_1$ was used. The remaining fraction is $\exp[-ue^uE_2(u)]=0.388$. For a very deep trap, $u\to\infty$, the integral comes from $w$ close to 1 and tends to $e^{-u}/u$, so the fraction tends to $1/e=0.368$. For $u$ of this size or larger, a first-order peak thus has somewhat less than 40\% of its area on the hot side.

\subsection*{(d) How far the depth can be trusted}

\paragraph{Temperature readings.} The depth depends on the small difference $T_2-T_1$. An error of 1 K in 20 K is 5\%, and $E$ changes by nearly the same fraction in the opposite direction. Inserting 299.5 and 320.5 K in (\ref{depth}) gives 0.854 eV; inserting 300.5 and 319.5 K gives 0.949 eV. Thermal lag acts the same way. If the sensor runs ahead of the film by 1 s of heating, it reads 0.05 K high in the slow scan and 0.5 K high in the fast one, and the apparent depth is 0.019 eV too small. A wider range of heating rates increases the separation and reduces the relative effect of a fixed reading error. The lag error, however, grows with the fastest rate: with 5 K/s in place of 0.5 K/s the same 1 s lag costs 0.087 eV, whereas lowering the slow rate to 0.005 K/s reduces it to 0.011 eV. The range is best widened at the slow end, as far as the smaller current allows.

\paragraph{Temperature-dependent prefactor.} If $s$ varies as $T^2$, then $d\ln e/dT=(E+2kT)/(kT^2)$, and this replaces $E/(kT^2)$ in the peak condition. Dividing the two conditions as before gives
\begin{equation}
\frac{\beta_2}{\beta_1}\frac{T_1^2}{T_2^2}
=\frac{T_2^2}{T_1^2}\,
\exp\left[\frac Ek\frac{T_2-T_1}{T_1T_2}\right]
\frac{E+2kT_1}{E+2kT_2}.
\end{equation}
Formula (\ref{depth}) multiplies the logarithm of the left side by $kT_1T_2/(T_2-T_1)$. The first factor on the right then adds $\delta E$ of (\ref{error}) to the true depth, and the last takes back a little. A simulation with this prefactor gives an apparent depth 0.052 eV above the true one. Under this convention the same two peaks mean about 0.85 eV. A quoted depth should therefore state which prefactor was assumed.

\paragraph{Recapture.} Let $R$ be the capture rate of a free electron into wholly empty traps, multiplied by its transit time through the film. If $j$ is the flow out of the film per trap, the flow back into traps is $R(1-f)j$. The transit is so short that release balances these two flows:
\begin{equation}
fe=j+R(1-f)j
\quad\Longrightarrow\quad
j=\frac{fe}{1+R(1-f)}.
\label{recap}
\end{equation}
Detailed balance links capture to release. In equilibrium, with unit degeneracy, $fe=Cn(1-f)$, where $C$ is the capture coefficient and $n$ the free density. With the trap level $E$ below the band edge, $n(1-f)/f=N_ce^{-E/kT}$, where $N_c$ is the band density of states. Hence $C=s/N_c$.

Take a film 200 nm thick under 2 V, so that the field is $F=0.1$ MV/cm, with band mobility 1 cm$^2$/Vs. The transit time is $2\times10^{-10}$ s. With effective mass half the electron mass, $N_c=9.3\times10^{18}$ cm$^{-3}$ at 310 K. For $N=10^{15}$ cm$^{-3}$ traps,
\begin{equation}
R=\frac{Ns}{N_c}\,t_{\rm transit}=0.16.
\end{equation}
Recapture is weak but not absent. With $R$ held constant it changes the apparent depth by 0.0002 eV. Since $N_c$ grows as $T^{3/2}$, $R$ falls on heating, and the change becomes about 0.002 eV, still negligible here.

The opposite limit is instructive, although this film does not reach it. With a constant $R=100$ in (\ref{recap}), which treats the film as one uniform volume, the apparent depth is only 0.0035 eV too large, while the apparent frequency factor is 0.027 of the true one. The reason follows from (\ref{recap}). Setting $df/dt=-j$ and integrating gives
\begin{equation}
(1+R)\ln f+R(1-f)=-X,\qquad X=\frac1\beta\int e\,dT,
\end{equation}
so $f$ depends on $X$ and $R$ alone. Near the peak both $e$ and $X$ grow as $e^x$ to leading order, and the maximum of $j$ falls at a value $X_*$ fixed by $R$. Since $X\approx e\,kT^2/(\beta E)$, the condition becomes $e(T_m)=X_*\beta E/(kT_m^2)$. The constant $X_*$ cancels between the scans but divides the apparent $s$. The value of $X_*$ depends on the uniform-volume treatment: with the drift resolved across the film, the same $R$ gives an apparent frequency factor of about 0.08 of the true one and a depth error of about 0.003 eV. This argument needs equal initial filling and an $R$ that does not vary with temperature. With $R\propto T^{-3/2}$, as $N_c$ implies, the depth error in this limit grows to about 0.045 eV. If the mobility is thermally activated while $C$ is not, and $R\gg1$, the activation energy of the mobility enters the apparent depth.

\paragraph{Field.} A trap that is charged when empty attracts the departing electron. In volts, the barrier along the field is $-q/(4\pi\varepsilon r)-Fr$, where $q$ is the elementary charge and $\varepsilon$ the high-frequency permittivity. Its derivative vanishes at $r_0^2=q/(4\pi\varepsilon F)$, where both terms equal $-Fr_0$. The barrier is lowered by
\begin{equation}
2Fr_0=\sqrt{\frac{qF}{\pi\varepsilon}}=0.17\ \text{V}
\end{equation}
for a relative permittivity of 2.0. Both scans share this lowering, so they cannot reveal it. If electrons escape only along the field, 0.90 eV is the barrier at the measuring field, and the zero-field depth would be 1.07 eV. Other directions have higher barriers; averaging the release rate over all directions brings the zero-field depth to about 1.05 eV and makes the frequency factor that fits the two peaks about three times larger. Pairs of scans at several biases can test for it, since in this model the apparent depth falls nearly linearly with $\sqrt F$.

A trap that is neutral when empty has no such lowering, but an electron can be thermally raised part of the way and tunnel through the rest. At an energy $z$ (in eV) below the band edge, the triangular barrier has the tunnelling exponent
\begin{equation}
\frac2\hbar\int_0^{z/F}\!\sqrt{2mq(z-Fx)}\,dx
=\frac{4\sqrt{2mq}}{3\hbar F}z^{3/2}\equiv Kz^{3/2}.
\end{equation}
From the full depth the exponent is 412, so direct tunnelling is negligible. Adding the partly raised electrons, with their thermal weights, multiplies the release rate by
\begin{equation}
1+\int_0^E\frac{dz}{kT}\,e^{z/kT-Kz^{3/2}},
\end{equation}
which is about 1.9 at 300 K. This is a rough estimate: more than half of the added integral comes from energies with $Kz^{3/2}<1$, where the semiclassical exponent is not reliable. Most of the factor is common to both scans. It weakens on heating, and in simulation the apparent depth is 0.02 eV below the true one.

\paragraph{Spread of depths.} A Gaussian spread with standard deviation 0.05 eV shifts the apparent depth by only $-0.005$ eV from the mean, yet it widens the slow peak from 20 to 44 K. Peak positions alone would miss it. The width in part (c) is thus the measurement to make before speaking of a single level. A wide peak alone does not prove a spread, however, because strong recapture also widens the peak of a single level.

\section{The numbers beside a real film}

The static permittivity of 2.8 and a breakdown field of about 5 MV/cm are rough values for dense organosilicate films; the applied field is fifty times below the latter. The trap density, mobility and effective mass are assumptions. The mobility is the least secure. With the assumed mass, 1 cm$^2$/Vs means a scattering time $\mu m/q\approx3\times10^{-16}$ s and a mean free path near 0.05 nm, below an interatomic spacing, so the band picture behind $N_c$ and the transit time is only an order-of-magnitude stand-in here. Still, a low mobility would not by itself make recapture strong. An electron must reach a trap before it can be captured, which limits $C$ for a charged trap to about $q\mu/\varepsilon_s$, where $\mu$ is the mobility and $\varepsilon_s$ the static permittivity. The transit time varies as $1/\mu$, so the mobility cancels and $R$ cannot much exceed $qNd/(\varepsilon_sF)=0.13$, with $d$ the film thickness. The estimate $R=0.16$ lies slightly above this limit, so it is an upper estimate. For a neutral trap with a capture radius of 1 nm the limit is about twenty times lower, and the assumed mobility and $N_c$ would then be inconsistent with the $s$ found above. Real films are disordered, so the single depth is the assumption most likely to break. For the spread taken above this moves the inferred mean little but doubles the peak width.

The signal is small. Electrons released uniformly through the film cross half of it on average and induce a mean charge $q/2$ each. The peak current density is $\tfrac12qNd\,(fe)_{\max}$, with $d$ the thickness, or 3.6 pA/cm$^2$ in the slow scan and 32 pA/cm$^2$ in the fast one. Background leakage must be well below this or be reliably subtracted. Space charge alters the field by at most 0.0065 MV/cm, at the film edges. It comes from the filled traps if they are neutral when empty, and from the emptied ones if they are Coulombic. In the second case it changes the barrier lowering there by up to about 0.005 eV.

By (\ref{rate}), the mean release time is 173 s at 300 K, so the traps must be filled cold: at 220 K a single level loses only $7\times10^{-5}$ of the charge in an hour, and the 0.05 eV spread raises this to about $2\times10^{-3}$. At 378 K, taken as a temperature of use, the extrapolated time is 0.13 s. That extrapolation assumes the same field and no recapture.

For part (d), the answer is therefore $E\approx0.90$ eV as an effective depth at 0.1 MV/cm for constant $s$. A 1 K error in peak separation or a $T^2$ prefactor each moves it by about 0.05 eV, and a Coulombic trap would be about 0.15 eV deeper at zero field. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Slow scan peak: 300.0 K
Fast scan peak: 320.0 K
Slow heating rate: 0.05 K/s
Fast heating rate: 0.50 K/s
Boltzmann constant: 8.617333e-05 eV/K
T1*T2/(T2-T1): 4800.0 K
k*T1*T2/(T2-T1): 0.41363 eV
Logarithm with T^2 factors: 2.17351
Inferred trap depth: 0.8990 eV
Depth if T^2 factors are omitted: 0.9524 eV
E/kT at slow peak: 34.776
Frequency factor, slow scan: 7.349e+12 1/s
Frequency factor, fast scan: 7.349e+12 1/s
Simulated slow peak: 300.000 K
Simulated fast peak: 320.000 K
Test trap of 0.60 eV recovered as: 0.6000 eV
Filled fraction left at slow peak: 0.3879
Width factor, leading order: 2.446
Slow half-height width, leading order: 21.10 K
Slow half-height width, simulated: 20.30 K
Film thickness: 200 nm
Bias: 2.0 V
Applied field: 0.100 MV/cm
Rough breakdown field / applied field: 50
Static relative permittivity: 2.8
High-frequency relative permittivity: 2.0
Filled trap density: 1.0e+15 cm^-3
Band mobility: 1.0 cm2/Vs
Effective mass / electron mass: 0.5
Band density of states at 310 K: 9.32e+18 cm^-3
Transit time: 2.00e-10 s
Recapture parameter R: 0.158
Slow peak current density: 3.60 pA/cm2
Fast peak current density: 31.76 pA/cm2
Space-charge field at film edge: 0.0065 MV/cm
Coulombic barrier lowering: 0.1697 eV
Zero-field depth if Coulombic: 1.0687 eV
Lowering change from space charge: 0.0054 eV
Apparent-true depth, recapture R above: 0.00016 eV
Apparent-true depth, R = 100: 0.00350 eV
Apparent/true frequency factor, R = 100: 0.0268
Apparent-true depth, T^2 prefactor: 0.0520 eV
Depth corrected for T^2 prefactor: 0.8471 eV
Gaussian depth spread: 0.050 eV
Apparent-true mean depth, spread: -0.0054 eV
Slow half-height width with spread: 44.04 K
Depth, peak separation read 1 K too large: 0.8536 eV
Depth, peak separation read 1 K too small: 0.9493 eV
Apparent-true depth, 1 s thermal lag: -0.0194 eV
Tunnelling exponent, neutral trap: 411.7
Assisted-tunnelling rate factor at 300 K: 1.921
Apparent-true depth, assisted tunnelling: -0.0195 eV
Emission time at 300 K: 172.5 s
Emission time at 378 K: 0.132 s
Fraction lost in 1 h at 220 K: 6.72e-05
\end{verbatim}
